# The Blake Threshold of a Gas Bubble by Two Derivations, part 2

How far can the pressure of a liquid be lowered before a small gas bubble in it must grow without limit? The bubble is a sphere of radius \(R\). It holds a fixed amount of ideal gas at constant temperature, with pressure \(p_g=G/R^3\), and vapour at constant pressure \(p_v\). The surface tension \(\sigma\) is constant. The liquid pressure far away is \(p_L\); negative values mean tension. The bubble starts at rest with radius \(R_0\) at liquid pressure \(p_0\).

A first derivation, from the force balance, found the liquid pressure \(P(R)=p_v+G/R^3-2\sigma/R\) at which radius \(R\) is in equilibrium. Its slope is

\[
\frac{dP}{dR}=-\frac{3G}{R^4}+\frac{2\sigma}{R^2}
=\frac{2\sigma R^2-3G}{R^4}. \tag{5}
\]

At the minimum of \(P\), the fold, the smaller, stable equilibrium meets the larger, unstable one:

\[
R_c=\sqrt{\frac{3G}{2\sigma}},\qquad
p_{\min}=p_v-\frac{4\sigma}{3R_c},\qquad
p_B=p_0-p_{\min}.
\]

The slow pressure drop \(p_B\) is the Blake threshold.

A second derivation holds \(p_L\) fixed and looks for an energy barrier against growth. The net outward pressure on a resting wall is \(N(R)=P(R)-p_L\). The work function \(U\), with \(dU/dR=-4\pi R^2N\), obeys

\[
\frac{dU}{dR}=4\pi\left[(p_L-p_v)R^2+2\sigma R-\frac{G}{R}\right]. \tag{16}
\]

\[
U(R)=4\pi\left[\frac{(p_L-p_v)R^3}{3}+\sigma R^2-G\ln\frac{R}{R_0}\right]. \tag{17}
\]

The example is an air bubble with \(R_0=1.00\) µm in water at 298 K, compared with a 40 kHz cleaning bath. It has \(p_0=101.3\) kPa, \(p_v=3.2\) kPa, \(\sigma=72\) mN/m (1 mN/m equals 1 kPa µm) and \(G=242.1\) kPa µm³. Hence \(R_c=2.246\) µm, \(p_{\min}=-39.5\) kPa and \(p_B=140.9\) kPa, including a surface part \(4\sigma/(3R_c)=42.7\) kPa. Heat crosses the gas in about 10 ns. A table gave \(p_B\) for rest radii from 0.1 to 10 µm.

The closing list of values also uses \(\beta=(p_0-p_v)R_0/(2\sigma)\), small for very small bubbles, and the exponent \(\kappa\) in \(p_g\propto R^{-3\kappa}\), which is 1 for isothermal gas and 1.4 for air without heat exchange.

### When does a barrier exist?

Write the tension relative to the vapour pressure as \(\tau=p_v-p_L\). Equation (16) becomes

\[
\frac{dU}{dR}=\frac{4\pi}{R}\left[h(R)-G\right],\qquad
h(R)=2\sigma R^2-\tau R^3 . \tag{18}
\]

Growth costs work where \(h>G\) and releases work where \(h<G\). The function \(h\) contains the surface and the liquid, while \(G\) contains the gas.

If \(\tau\le0\), \(h\) rises from zero without limit and crosses \(G\) once. \(U\) then has a single minimum, and the bubble is pushed back from every larger radius.

If \(\tau>0\), the cubic term eventually wins and \(h\) has a maximum. Setting \(dh/dR=4\sigma R-3\tau R^2=0\) with \(R>0\) gives

\[
R_m=\frac{4\sigma}{3\tau}. \tag{19}
\]

The height of the maximum is

\[
h(R_m)=2\sigma\,\frac{16\sigma^2}{9\tau^2}-\tau\,\frac{64\sigma^3}{27\tau^3}
=\frac{(96-64)\sigma^3}{27\tau^2}=\frac{32\sigma^3}{27\tau^2}. \tag{20}
\]

If this exceeds \(G\), there is an interval of radius in which growth costs work. \(U\) then has a minimum at the lower end of the interval and a maximum at the upper end. The difference of \(U\) between them is the barrier. If \(h(R_m)<G\), \(U\) falls at every radius and there is no barrier. The change occurs at the tension

\[
\tau_c=\sqrt{\frac{32\sigma^3}{27G}} . \tag{21}
\]

The radius at which the barrier disappears follows from (19):

\[
R_m(\tau_c)=\frac{4\sigma}{3}\sqrt{\frac{27G}{32\sigma^3}}
=\sqrt{\frac{16\times27\,G}{9\times32\,\sigma}}
=\sqrt{\frac{3G}{2\sigma}} . \tag{22}
\]

This is \(R_c\), and (19) then states that \(\tau_c=4\sigma/(3R_c)\). The liquid pressure is \(p_v-\tau_c=p_{\min}\), and the pressure drop is again \(p_B=p_0-p_v+4\sigma/(3R_c)\).

For the example, with \(\sigma=72\) kPa µm and \(G=242.1\) kPa µm³,

\[
\tau_c=\sqrt{\frac{32\times72^3}{27\times242.1}}=42.7\ \text{kPa},
\]

in agreement with the surface part found from the force balance.

### Height of the barrier near the threshold

Just before the threshold the barrier is low, and its height can be found from the shape of \(N(R)\) near \(R_c\). There \(dN/dR=0\). The second derivative is \(12G/R_c^5-4\sigma/R_c^3\), which equals \(4\sigma/R_c^3\) after inserting \(G=2\sigma R_c^2/3\). With \(x=R-R_c\) and \(\delta=p_L-p_{\min}\), the leading terms are

\[
N\approx-\delta+\frac{2\sigma}{R_c^3}x^2 . \tag{23}
\]

The equilibria lie at \(x=\pm d\), with \(d=\sqrt{\delta R_c^3/(2\sigma)}\). They approach each other as the square root of the remaining pressure margin. The barrier is the work needed to go from one to the other:

\[
\Delta U\approx4\pi R_c^2\int_{-d}^{d}\left(\delta-\frac{2\sigma}{R_c^3}x^2\right)dx
=\frac{16\pi}{3}R_c^2\,\delta\,d . \tag{24}
\]

The integral equals \(2\delta d-\tfrac23\delta d\), because \(2\sigma d^2/R_c^3=\delta\).

At 99% of the threshold drop, \(\delta=1.4\) kPa and \(d\approx0.33\) µm. Equation (24) gives about \(4\times10^{-14}\) J. The full work function gives \(1.0\times10^7\,kT\), where \(kT=4.1\times10^{-21}\) J at 298 K, and the two agree at this precision. Thermal agitation is therefore no practical means of crossing the barrier for this bubble, even 1% before the threshold.

### What happens when the barrier is gone

The absence of equilibrium does not by itself describe the motion. For that the inertia of the liquid is needed. Let the liquid be incompressible, with density \(\rho\) and viscosity \(\eta\). Conservation of volume gives the radial velocity \(u=R^2\dot R/r^2\) at distance \(r\) from the centre. The viscous force inside the liquid vanishes for this flow, because \(u\) is the gradient of a potential that satisfies Laplace's equation. The radial momentum equation is then

\[
\rho\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial r}\right)=-\frac{\partial p}{\partial r}. \tag{25}
\]

Integrate from the wall to infinity. Since \(\partial u/\partial t=(R^2\ddot R+2R\dot R^2)/r^2\), the first term gives \(R\ddot R+2\dot R^2\). The second is the integral of \(\partial(u^2/2)/\partial r\) and gives \(-\dot R^2/2\). The right side gives the liquid pressure at the wall minus \(p_L\).

Viscosity does act at the wall. The normal stress there contains \(-2\eta\,\partial u/\partial r=4\eta\dot R/R\), which opposes growth. The pressure in the liquid at the wall is therefore \(p_v+G/R^3-2\sigma/R-4\eta\dot R/R\), and the result is the Rayleigh-Plesset equation

\[
\rho\left(R\ddot R+\tfrac32\dot R^2\right)=N(R)-\frac{4\eta\dot R}{R}. \tag{26}
\]

Suppose that \(p_L\) is held below \(p_{\min}\). Then \(N(R)\ge p_{\min}-p_L>0\) at every radius. Whenever \(\dot R=0\), equation (26) gives \(\ddot R>0\). A wall that starts from rest therefore moves outward and cannot come to a stop.

Nor can its radius approach a finite limit. Near such a limit, \(\ddot R\) would be larger than some positive constant whenever \(\dot R\) was small enough, so the speed could not die away. The bubble grows without limit for as long as the low pressure is maintained.

Equation (26) also shows how stability is lost. For a small displacement \(x\) from an equilibrium radius \(R_e\), neglecting viscosity, \(\rho R_e\ddot x=N'(R_e)x\). With \(N'=-3G/R^4+2\sigma/R^2\) this is an oscillation of angular frequency \(\omega\) given by

\[
\omega^2=\frac{1}{\rho R_e^2}\left(3p_g-\frac{2\sigma}{R_e}\right). \tag{27}
\]

The bracket vanishes at \(R_c\), where \(p_g=2\sigma/(3R_c)\), and is negative beyond it. At \(R_0\) in the example the bracket is \(3\times242.1-144.0=582.3\) kPa. With \(\rho=997\) kg/m³ the natural frequency is \(\omega/2\pi=3.85\) MHz, about a hundred times the 40 kHz of the bath. The bubble can thus follow the bath pressure closely until it nears \(R_c\), where its own response becomes slow.

Numerical integration of (26) with \(\eta=0.89\) mPa s tests the threshold directly. The pressure was lowered smoothly over 40 µs and then held for another 40 µs. For a drop of \(0.99\,p_B\) the bubble settled at 1.962 µm, the stable radius. For \(1.01\,p_B\) it grew past \(3R_c\).

### Fast changes of pressure

A sudden drop can release the bubble before the slow threshold is reached. Multiplying (26) by \(4\pi R^2\dot R\) turns its left side into the rate of change of the kinetic energy \(2\pi\rho R^3\dot R^2\), so that

\[
\frac{d}{dt}\left(2\pi\rho R^3\dot R^2+U\right)=-16\pi\eta R\dot R^2 . \tag{28}
\]

Without viscosity the sum of kinetic energy and \(U\) is conserved while \(p_L\) is constant. A bubble at rest at \(R_0\) when the pressure drops can then reach the unstable radius \(R_u\) if

\[
U(R_0)\ge U(R_u), \tag{29}
\]

with \(U\) evaluated at the new pressure. At the slow threshold itself \(U\) falls all the way from \(R_0\) to \(R_c\), so \(U(R_0)>U(R_c)\). By continuity, (29) is already satisfied for a somewhat smaller drop.

In the example, equality in (29) occurs at 134.5 kPa, which is 4.5% below \(p_B\). Integration of (26) without viscosity confirmed this: a drop 0.5% smaller kept the bubble inside \(3R_c\) for the 60 µs followed, and a drop 0.5% larger did not. With the viscosity of water some of the energy is lost on the way, and the sudden-drop threshold rises to 137.2 kPa if the gas is still taken as isothermal. In so fast a growth the gas cools slightly, which would raise the threshold a little further.

A sinusoidal pressure errs in the other direction. Let \(p_L=p_0-A\sin2\pi ft\), starting with the bubble at rest, and count as escape a growth past \(3R_c\) within the first half-cycle. The computed threshold for \(A\) is 144.2 kPa at 40 kHz and 141.2 kPa at 10 kHz, respectively 2.4% and 0.2% above \(p_B\) when formed from unrounded values. The excess depends on the radius chosen to mark escape: at 40 kHz it is about 1.4% for \(1.5R_c\) and about 4.6% for \(6R_c\).

An excess is needed because the bubble takes time to grow, and only the time spent below \(p_{\min}\) is free of any equilibrium. The condition \(A\sin2\pi ft>p_B\) holds for a duration

\[
t_b=\frac{1}{\pi f}\arccos\frac{p_B}{A}. \tag{30}
\]

At the two computed thresholds this is about 1.7 µs at 40 kHz and about 2 µs at 10 kHz. With escape marked at \(3R_c\), the bubble thus spends roughly 2 µs without an equilibrium in these two cases, and the faster wave needs the larger amplitude to stay below \(p_{\min}\) for a time of this order. The time is not a constant of the bubble: it is about 1.4 µs at 100 kHz and about 3.8 µs at 2.5 kHz. Nor is the escape complete within it. Just above the threshold, the radius at the end of the interval is only about \(1.5R_c\) at 40 kHz and \(1.1R_c\) at 10 kHz. The rest of the growth to \(3R_c\) follows because the bubble is by then beyond the unstable radius. This interval is still long compared with the thermal times of about 10 ns found earlier.

### What each derivation assumes

Both derivations assume a spherical bubble, a fixed amount of ideal gas at constant temperature, constant vapour pressure and constant surface tension. If one of these fails, both results change. For instance, if a surface film makes \(\sigma\) depend on radius, differentiating \(-2\sigma(R)/R\) adds a term \(-2\sigma'(R)/R\) to (5), and the surface energy in (17) must be replaced by \(\int8\pi R\,\sigma(R)\,dR\).

The force balance asks for less. It needs the gas pressure only along the path that the bubble follows. As with the threshold found from the work function, neither the mass nor the viscosity of the liquid enters. It establishes where equilibrium ends but leaves open how the bubble moves afterwards.

The work function needs the inner pressure to be one and the same function of radius in expansion and contraction. If heat flow lagged behind the motion, the gas pressure would depend on the speed of the wall as well as on \(R\), and no function \(U(R)\) would exist. Where it does exist, it gives the height of the barrier and the condition for escape after a sudden drop, neither of which can be read from the position of the fold alone.

### The example beside a real cleaning bath

Ultrasonic cleaning baths use water-based liquids at frequencies of some tens of kilohertz, with pressure amplitudes very roughly of order 100 kPa, so the threshold of the example is of the same order, although an amplitude of just 100 kPa would not release the 1 µm bubble. Such a bath may be heated. At 333 K, with rough values \(\sigma=66\) mN/m and \(p_v=20\) kPa and with \(R_0\) held at 1 µm, the threshold falls to 121.3 kPa, 14% below the value at 298 K. Most of this change comes directly from the higher vapour pressure.

The amount of gas is not strictly fixed either. An estimate from above, for air-saturated water and a bubble held at \(R_c\) for a whole 40 kHz period, gives a gain of about 3%. The surface part of \(p_B\) varies as \(G^{-1/2}\), so the threshold would fall by less than 1 kPa. Near \(R_0\) the gas pressure is well above that of the air dissolved in the water, and gas leaves the bubble instead. In air-saturated water at one atmosphere, a free bubble of 1 µm radius would dissolve completely in roughly 10 ms. Smaller ones go much faster. The 0.3 µm bubble of the table lasts about 0.7 ms and the 0.1 µm bubble about 0.07 ms, some three periods at 40 kHz, so for them a fixed gas content holds only briefly. The rest state of the model is therefore a balance of forces only, and a slow pressure change here means one that is slow beside the motion of the bubble but over well within that time. Over many periods the gains and losses can add up to a considerable net change of either sign, and \(G\) must then be followed in time.

The largest uncertainty is the bubble itself. A real bath contains a range of sizes, and between rest radii of 0.3 and 3 µm the model threshold runs from 266.5 to 108.7 kPa. Gas held in crevices or on particles has a different shape and needs a different force balance. A value of about 140 kPa may thus serve as a rough guide for free spherical bubbles of 1 µm rest radius in clean water near 298 K, under a pressure drop that lasts many microseconds but much less than the time in which the bubble dissolves. The material values used here are listed at the start of the program.

## Computed values

```
INPUTS (liquid and gas properties are rough typical values)
temperature: 298 K
ambient pressure p0: 101.3 kPa
vapour pressure pv: 3.2 kPa
surface tension: 72 mN/m
liquid density: 997 kg/m3
liquid viscosity: 0.89 mPa s
rest radius R0: 1.00 um
drive frequency: 40 kHz
THRESHOLD
2 sigma/R0: 144.0 kPa
gas pressure at R0: 242.1 kPa
G: 242.1 kPa um3
beta: 0.681
critical radius Rc: 2.246 um
gas pressure at Rc: 21.4 kPa
4 sigma/(3 Rc): 42.7 kPa
lowest liquid pressure p_min: -39.5 kPa
Blake threshold pB: 140.9 kPa
Blake threshold pB: 1.409 bar
small-bubble formula for pB: 153.6 kPa
AT 99% OF pB
liquid pressure: -38.1 kPa
stable radius: 1.962 um
unstable radius: 2.649 um
radius after slow ramp and hold: 1.962 um
barrier: 1.0e+07 kT
pB AGAINST REST RADIUS
R0 0.1 um: Rc 0.179 um, pB 634.4 kPa
R0 0.3 um: Rc 0.570 um, pB 266.5 kPa
R0 1.0 um: Rc 2.246 um, pB 140.9 kPa
R0 3.0 um: Rc 9.066 um, pB 108.7 kPa
R0 10.0 um: Rc 48.418 um, pB 100.1 kPa
NEGLECTED EFFECTS
natural frequency at R0: 3.85 MHz
sudden drop, no viscosity: 134.5 kPa
sudden drop, with viscosity: 137.2 kPa
sine threshold at 10 kHz: 141.2 kPa
sine threshold at 40 kHz: 144.2 kPa
drive period: 25.0 us
gas thermal time at R0: 11.0 ns
gas thermal time at Rc: 4.9 ns
adiabatic (kappa 1.4) Rc: 1.842 um
adiabatic (kappa 1.4) threshold: 157.7 kPa
gas gained in one period, at most about: 3.4 %
pB with that gas gain: 140.2 kPa
hot bath: 333 K, 66 mN/m, pv 20 kPa
hot bath Rc: 2.202 um
hot bath pB: 121.3 kPa
```
